# Charging energy of a 10 nm metallic sphere in silicon: verification in Python

```python
"""Charging energy of an isolated metallic sphere in silicon.

Result under test: C = 4 pi eps0 eps_r R, so e^2/C is about 12 meV for
R = 10 nm. One extra electron on the neutral sphere costs e^2/(2C).
R: radius, eps_r: relative permittivity of silicon, C: capacitance.
Lengths are in nm and energies in eV unless a name says otherwise.
Material inputs are rough typical values for a cobalt disilicide island.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

e, eps0, hbar, m_e = const.e, const.epsilon_0, const.hbar, const.m_e
k_B = const.k / e                                  # eV/K
R, eps_r = 10.0, 11.7
eps_r_cold = 11.45
plane_distance = 50.0                              # from sphere centre
carrier_density = 3e28                             # 1/m^3
T_c = 1.3                                          # K
barrier, mass_ratio = 0.6, 0.19                    # eV, transverse mass
doping_cm3, breakdown_MV_cm = 1e14, 0.3

# Derived formulas for the ideal sphere
C = 4 * np.pi * eps0 * eps_r * R * 1e-9            # F
E_add = e / C                                      # e^2/C in eV
E_one = E_add / 2
coulomb_vacuum = e / (4 * np.pi * eps0) * 1e9      # eV nm
coulomb = coulomb_vacuum / eps_r


def shell_potential(s, n_charges=1):
    """Potential (V) at distance s: Coulomb's law summed over the surface."""
    value, _ = quad(lambda mu: 0.5 / np.sqrt(R**2 + s**2 - 2*R*s*mu),
                    -1, 1, epsabs=1e-13, epsrel=1e-12, limit=200)
    return n_charges * coulomb * value


for s in (0.0, 3.0, 9.0):
    assert abs(shell_potential(s) / (e / C) - 1) < 1e-8
assert abs(shell_potential(3 * R) / (e / C / 3) - 1) < 1e-8


def field_energy(n_charges):
    """Energy (eV) stored in the numerically differentiated field."""
    nodes, weights = np.polynomial.legendre.leggauss(8)
    total, h = 0.0, 0.01
    for u, w in zip((nodes + 1) / 2, weights / 2):
        s = R / u
        field = (shell_potential(s - h, n_charges)
                 - shell_potential(s + h, n_charges)) / (2 * h)
        total += w * field**2 * s**2 * R / u**2
    return total / (2 * coulomb)


U = [field_energy(n) for n in range(4)]
assert abs(U[1] / E_one - 1) < 1e-4
for n in (1, 2):
    assert abs((U[n+1] - 2*U[n] + U[n-1]) / E_add - 1) < 1e-3
for n in (1, 2, 3):
    assert abs((U[n] - U[n-1]) / ((n - 0.5) * E_add) - 1) < 1e-3
assert abs(E_add * 1e3 - 12) < 0.5


# Thermal probability that the island is not neutral
def wrong_charge_probability(T):
    n = np.arange(-60, 61)
    weight = np.exp(-n**2 * E_one / (k_B * T))
    return weight[n != 0].sum() / weight.sum()


p_cold = wrong_charge_probability(4.2)
assert abs(p_cold / (2 * np.exp(-E_one / (k_B * 4.2))) - 1) < 1e-5

# Plane interface: image strength from continuity of potential and of D
# unknowns: image strength k and the amplitude t seen in vacuum
k_vac, _ = np.linalg.solve([[1/eps_r, -1], [-1, -1]], [-1/eps_r, -1])
assert abs(k_vac - (eps_r - 1) / (eps_r + 1)) < 1e-12


def energy_factor_near_plane(k):
    """Ratio of e^2/C with a plane to e^2/C without, by repeated images."""
    q, z, charges, places = R, 0.0, [], []
    for _ in range(40):
        charges.append(q)
        places.append(z)
        distance = 2 * plane_distance - z
        q, z = -k * q * R / distance, R**2 / distance
    charges, places = np.array(charges), np.array(places)
    for angle in np.linspace(0, np.pi, 9):
        x, y = R * np.sin(angle), R * np.cos(angle)
        v = np.sum(charges / np.hypot(x, y - places)
                   + k * charges / np.hypot(x, y - 2*plane_distance + places))
        assert abs(v - 1) < 1e-10                  # sphere is equipotential
    return R / charges.sum()


factor_gate = energy_factor_near_plane(-1.0)
factor_vac = energy_factor_near_plane(k_vac)
for factor, k in ((factor_gate, -1.0), (factor_vac, k_vac)):
    assert abs(factor - (1 + k * R / (2 * plane_distance))) < 1e-3


# Free-electron estimates for the metal
def fermi_energy(n):
    return hbar**2 * (3 * np.pi**2 * n)**(2/3) / (2 * m_e) / e


E_F = fermi_energy(carrier_density)
volume = 4/3 * np.pi * (R * 1e-9)**3
N_el = carrier_density * volume
spacing = 4 * E_F / (3 * N_el)
spacing_count = (fermi_energy((N_el + 1) / volume)
                 - fermi_energy((N_el - 1) / volume))
assert abs(spacing_count / spacing - 1) < 1e-4

screen = np.sqrt(2 * eps0 * E_F / (3 * carrier_density * e)) * 1e9
dn = 1e-4 * carrier_density
dE_dn = (fermi_energy(carrier_density + dn)
         - fermi_energy(carrier_density - dn)) / (2 * dn)
assert abs(np.sqrt(eps0 * dE_dn / e) * 1e9 / screen - 1) < 1e-6


def grow(start, length):
    """Integrate f'' = f over the given length; return f and f'."""
    run = solve_ivp(lambda x, y: [y[1], y[0]], (0, length), start,
                    method="DOP853", rtol=1e-10, atol=1e-12)
    return run.y[:, -1]


# In the metal, r*potential obeys f'' = f with r in screening lengths
x_R = R / screen
f, df = grow([0.0, 1.0], x_R)
drop_over_field = screen / (df / f - 1 / x_R)
penetration = eps_r * screen / R
assert abs(eps_r * drop_over_field / R / penetration - 1) < 0.02

# Tunnelling from the sphere surface to a gate at the plane distance
width = plane_distance - R
kappa = np.sqrt(2 * mass_ratio * m_e * barrier * e) / hbar * 1e-9
exponent = 2 * kappa * width
psi, dpsi = grow([1.0 + 0j, -1j], kappa * width)   # outside wavenumber kappa
incoming = (psi - dpsi / 1j) / 2
assert abs(-2 * np.log(abs(incoming)) + exponent) < 2

# Superconducting gap and even-odd alternation
gap = np.pi / np.exp(np.euler_gamma) * k_B * T_c


def ground_energy(n):
    return n**2 * E_one + (gap if n % 2 else 0.0)


def addition_gap(n):
    return ground_energy(n+1) + ground_energy(n-1) - 2 * ground_energy(n)


assert abs(addition_gap(0) - (E_add + 2 * gap)) < 1e-12
assert abs(addition_gap(1) - (E_add - 2 * gap)) < 1e-12

surface_field = E_add / R * 10                     # V/nm to MV/cm
h = 1e-3
field_check = (shell_potential(2*R - h) - shell_potential(2*R + h)) / (2*h)
assert abs(field_check * 10 * 4 / surface_field - 1) < 1e-5
dopants = doping_cm3 * 4/3 * np.pi * (plane_distance * 1e-7)**3
assert surface_field < breakdown_MV_cm and spacing < gap < E_one

print(f"Radius: {R:.0f} nm")
print(f"Relative permittivity of silicon: {eps_r:.1f}")
print(f"e^2/(4 pi eps0): {coulomb_vacuum:.4f} eV nm")
print(f"Capacitance: {C*1e18:.2f} aF")
print(f"Charging energy e^2/C: {E_add*1e3:.2f} meV")
print(f"Charging energy e^2/C: {E_add*e:.3e} J")
print(f"One-electron energy e^2/(2C): {E_one*1e3:.2f} meV")
print(f"One-electron energy from field integral: {U[1]*1e3:.2f} meV")
print(f"Temperature e^2/(C k): {E_add/k_B:.0f} K")
for T in (4.2, 77.0, 300.0):
    print(f"kT at {T:.1f} K: {k_B*T*1e3:.3f} meV")
    print(f"Probability not neutral at {T:.1f} K: "
          f"{wrong_charge_probability(T):.2e}")
print(f"Plane distance from centre: {plane_distance:.0f} nm")
print(f"Image strength at vacuum surface: {k_vac:.3f}")
print(f"e^2/C near metal gate: {E_add*factor_gate*1e3:.2f} meV")
print(f"e^2/C near vacuum surface: {E_add*factor_vac*1e3:.2f} meV")
print(f"Cold relative permittivity (rough): {eps_r_cold:.2f}")
print(f"e^2/C with cold value: {E_add*eps_r/eps_r_cold*1e3:.2f} meV")
print(f"Carrier density (rough): {carrier_density*1e-6:.0e} cm^-3")
print(f"Fermi energy: {E_F:.2f} eV")
print(f"Carriers in island: {N_el:.2e}")
print(f"Level spacing: {spacing*1e3:.4f} meV")
print(f"Metal screening length: {screen:.4f} nm")
print(f"Field penetration, relative rise: {penetration*100:.1f} %")
print(f"Field penetration, energy rise: {penetration*E_add*1e3:.2f} meV")
print(f"Transition temperature (rough): {T_c:.1f} K")
print(f"BCS gap Delta: {gap*1e3:.3f} meV")
print(f"Addition spacing around even N: {addition_gap(0)*1e3:.2f} meV")
print(f"Addition spacing around odd N: {addition_gap(1)*1e3:.2f} meV")
print(f"Surface field of one electron: {surface_field:.4f} MV/cm")
print(f"Breakdown field (rough): {breakdown_MV_cm:.1f} MV/cm")
print(f"Barrier height (rough): {barrier:.1f} eV")
print(f"Tunnelling mass: {mass_ratio:.2f} electron masses")
print(f"Barrier width to gate: {width:.0f} nm")
print(f"Tunnelling exponent 2 kappa w: {exponent:.0f}")
print(f"Doping (rough): {doping_cm3:.0e} cm^-3")
print(f"Expected dopants within {plane_distance:.0f} nm: {dopants:.3f}")
print("all good")
```

Running it gives:

```
Radius: 10 nm
Relative permittivity of silicon: 11.7
e^2/(4 pi eps0): 1.4400 eV nm
Capacitance: 13.02 aF
Charging energy e^2/C: 12.31 meV
Charging energy e^2/C: 1.972e-21 J
One-electron energy e^2/(2C): 6.15 meV
One-electron energy from field integral: 6.15 meV
Temperature e^2/(C k): 143 K
kT at 4.2 K: 0.362 meV
Probability not neutral at 4.2 K: 8.26e-08
kT at 77.0 K: 6.635 meV
Probability not neutral at 77.0 K: 4.57e-01
kT at 300.0 K: 25.852 meV
Probability not neutral at 300.0 K: 7.25e-01
Plane distance from centre: 50 nm
Image strength at vacuum surface: 0.843
e^2/C near metal gate: 11.08 meV
e^2/C near vacuum surface: 13.34 meV
Cold relative permittivity (rough): 11.45
e^2/C with cold value: 12.58 meV
Carrier density (rough): 3e+22 cm^-3
Fermi energy: 3.52 eV
Carriers in island: 1.26e+05
Level spacing: 0.0374 meV
Metal screening length: 0.0658 nm
Field penetration, relative rise: 7.7 %
Field penetration, energy rise: 0.95 meV
Transition temperature (rough): 1.3 K
BCS gap Delta: 0.198 meV
Addition spacing around even N: 12.70 meV
Addition spacing around odd N: 11.91 meV
Surface field of one electron: 0.0123 MV/cm
Breakdown field (rough): 0.3 MV/cm
Barrier height (rough): 0.6 eV
Tunnelling mass: 0.19 electron masses
Barrier width to gate: 40 nm
Tunnelling exponent 2 kappa w: 138
Doping (rough): 1e+14 cm^-3
Expected dopants within 50 nm: 0.052
all good
```
